# Threshold current-length product of an interconnect with blocked ends

## Problem

A straight metal line of length \(L\) carries a uniform current density of magnitude \(j\). Its ends are blocked: electrons pass, metal atoms do not. The electron wind pushes atoms from the cathode towards the anode, and the stress that builds up pushes them back. The line can sustain a stress difference of at most \(\Delta\sigma=200\) MPa between its two ends before a void opens or metal is extruded. The other data are

- atomic volume \(\Omega=1.66\times10^{-29}\ \mathrm{m^3}\),
- magnitude of the effective charge number \(Z^*=4\),
- resistivity \(\rho=3\times10^{-8}\ \Omega\,\mathrm m\).

The line is initially free of stress. Find the largest product \(jL\) for which the atomic drift comes to a complete stop.

## A tempting solution

The force of the electron wind on an atom is \(Z^*e\rho j\), since \(\rho j\) is the electric field in the metal. No atoms leave the line, so what the cathode half loses the anode half gains. The stress, zero at the start, therefore rises to \(+\Delta\sigma/2=+100\) MPa at the cathode and falls to \(-100\) MPa at the anode. The stress that has built up at either end is 100 MPa. Spread over the line it gives a restoring force \(\Omega(\Delta\sigma/2)/L\), and the balance

\[
\frac{\Omega\,(\Delta\sigma/2)}{L}=Z^*e\rho j
\]

gives

\[
jL=\frac{\Omega\,\Delta\sigma}{2Z^*e\rho}=863\ \mathrm{A/cm}.
\]

## Where it fails

The wind force is right, and so are the end stresses of \(\pm100\) MPa. The fault is in the restoring force. An atom responds to the gradient of the stress, and the gradient was formed from a stress change and a distance that do not belong together. The stress falls from \(+100\) MPa to zero over the first half of the line, a distance \(L/2\), and from zero to \(-100\) MPa over the second half. For a linear profile the size of the gradient is

\[
\frac{\Delta\sigma/2}{L/2}=\frac{\Delta\sigma}{L},
\]

twice the value used above. Conservation of atoms fixes where the stress passes through zero. It does not reduce the slope. That the profile is linear has so far been assumed, and it is derived next.

## Right solution

**Forces on an atom.** Let \(x\) run from the cathode, \(x=0\), to the anode, \(x=L\). The hydrostatic stress \(\sigma\) is counted positive in tension, and \(j\) and \(Z^*\) are magnitudes, so the wind force

\[
f=Z^*e\rho j
\]

points towards \(+x\). When an atom is added to the lattice at a place under stress \(\sigma\), the material there grows by \(\Omega\), and the surrounding tension does the work \(\Omega\sigma\). This lowers the cost of adding the atom. To leading order in the elastic strain the chemical potential is therefore

\[
\mu=\mu_0-\Omega\sigma ,
\]

and the force due to stress is \(-d\mu/dx=+\Omega\,d\sigma/dx\). Atoms are drawn towards tension.

**Flux.** In an isothermal line with atomic diffusivity \(D\), an atom under a force \(F\) drifts with the velocity \(DF/(kT)\). There are \(1/\Omega\) atoms per unit volume, so the flux is

\[
J=\frac{D}{\Omega kT}\left(f+\Omega\frac{\partial\sigma}{\partial x}\right).
\]

**Steady state.** In a steady state \(J\) is the same at every \(x\), and at a blocked end it is zero. Hence \(J=0\) throughout. Since \(D\neq0\), the bracket must vanish:

\[
\frac{d\sigma}{dx}=-\frac{Z^*e\rho j}{\Omega}.
\]

The right side does not depend on \(x\), so the profile is linear. Integration from \(0\) to \(L\) gives

\[
\sigma(0)-\sigma(L)=\frac{Z^*e\rho jL}{\Omega}\equiv G .
\]

The line can reach this state if \(G\le\Delta\sigma\). The limiting product is

\[
\boxed{(jL)_c=\frac{\Omega\,\Delta\sigma}{Z^*e\rho}}
\]

**Numbers.** The numerator is

\[
\Omega\,\Delta\sigma=(1.66\times10^{-29}\ \mathrm{m^3})(2\times10^{8}\ \mathrm{Pa})=3.32\times10^{-21}\ \mathrm J,
\]

and the denominator is

\[
Z^*e\rho=4\,(1.602\times10^{-19}\ \mathrm C)(3\times10^{-8}\ \Omega\,\mathrm m)=1.923\times10^{-26}\ \mathrm{C\,\Omega\,m}.
\]

A joule per coulomb is a volt, and a volt per ohm is an ampere, so the quotient is in A/m:

\[
(jL)_c=1.727\times10^{5}\ \mathrm{A/m}\approx1730\ \mathrm{A/cm}.
\]

At \(j=1\ \mathrm{MA/cm^2}\) the critical length is 17.3 µm, and the stress gradient is then 11.6 MPa/µm.

## The same result from energy

The voltage drop along the line is \(V=\rho jL\), so the threshold condition can be written

\[
Z^*eV=\Omega\,\Delta\sigma .
\]

The work of the wind on an atom carried from cathode to anode equals the work needed to move it against the stress difference. Here \(V=5.18\) mV. The length and the current density enter only through this voltage.

The profile also follows without a flux law. Let \(\varepsilon(x)\) be the local fraction of excess atoms and \(B\) the elastic modulus of the confined line, so that \(\sigma=-B\varepsilon\). There are \(\varepsilon/\Omega\) excess atoms per unit volume, and the wind does the work \(fx\) on an atom moved from \(0\) to \(x\). Elastic energy minus wind work, per unit cross-section, is

\[
\mathcal E=\int_0^L\left(\frac{B\varepsilon^2}{2}-\frac{f x\,\varepsilon}{\Omega}\right)dx,
\qquad \int_0^L\varepsilon\,dx=0 .
\]

With a multiplier \(\lambda\) for the fixed number of atoms, a stationary \(\mathcal E\) requires

\[
B\varepsilon-\frac{fx}{\Omega}-\lambda=0,
\qquad\text{so}\qquad
\sigma=-B\varepsilon=-\frac{fx}{\Omega}-\lambda .
\]

The constraint demands \(\int_0^L\sigma\,dx=-fL^2/(2\Omega)-\lambda L=0\), hence \(\lambda=-fL/(2\Omega)\) and

\[
\sigma(x)=\frac{f}{\Omega}\left(\frac L2-x\right)=G\left(\frac12-\frac xL\right).
\]

The stationary point is a minimum because \(B>0\). The slope is the one found before, the ends stand at \(\pm G/2\), and \(B\) has dropped out. A direct numerical minimization for a line of 20 cells, with \(j=1\ \mathrm{MA/cm^2}\), \(L\) equal to the unrounded critical length (about 17.27 µm) and \(B=50\) GPa, gave an end-to-end difference of 200.000 MPa.

## How the line approaches the steady state

Let \(C\) be the number of atoms per unit volume of the confined line. Adding atoms makes the stress more compressive, \(d\sigma=-B\Omega\,dC\), and conservation of atoms reads \(\partial C/\partial t=-\partial J/\partial x\). For constant \(D\) and uniform \(f\),

\[
\frac{\partial\sigma}{\partial t}=B\Omega\frac{\partial J}{\partial x}
=B\Omega\,\frac{D}{\Omega kT}\,\Omega\frac{\partial^2\sigma}{\partial x^2}
=\kappa\frac{\partial^2\sigma}{\partial x^2},
\qquad \kappa=\frac{DB\Omega}{kT}.
\]

The condition \(J=0\) at the ends fixes the slope there at \(-G/L\) at all times \(t>0\). Subtracting the steady profile leaves a remainder with zero slope at both ends, which can be expanded in cosines:

\[
\sigma=G\left(\frac12-\frac xL\right)-\sum_{n\ge1}a_n\cos\frac{n\pi x}{L}\;e^{-n^2\pi^2\kappa t/L^2}.
\]

At \(t=0\) the stress is zero, so the sum must equal \(G(1/2-x/L)\). With \(\xi=x/L\) and one integration by parts, whose boundary term vanishes because \(\sin n\pi\xi=0\) at both ends,

\[
a_n=2G\int_0^1\left(\tfrac12-\xi\right)\cos n\pi\xi\,d\xi
=\frac{2G}{n\pi}\int_0^1\sin n\pi\xi\,d\xi
=\frac{2G\,[1-(-1)^n]}{n^2\pi^2}.
\]

This is \(4G/(n^2\pi^2)\) for odd \(n\) and zero for even \(n\). The cathode stress is therefore

\[
\sigma(0,t)=G\left[\frac12-\sum_{n\ \mathrm{odd}}\frac{4}{n^2\pi^2}\,e^{-n^2\pi^2\kappa t/L^2}\right].
\]

At threshold \(G=200\) MPa. For \(t=0.1\,L^2/\kappa\) the first term of the sum is \(0.4053\times0.3727=0.1511\) and the later ones are negligible, so \(\sigma(0,t)=200\,(0.5-0.1511)=69.8\) MPa. At \(t=0.3\,L^2/\kappa\) the stress is 95.8 MPa, close to its final 100 MPa. Integration of the conservation law on 40 cells gave the same two values to the digits quoted.

The diffusivity need not be constant for the threshold to hold. The steady state requires the bracket in \(J\) to vanish, whatever positive factor stands before it. As a trial, the mobility was multiplied by \(e^{\Omega\sigma/kT}\), a simple model in which tension makes vacancies more numerous. At 323 K, \(\Omega\,\Delta\sigma/(kT)=0.74\), so the mobility differs by a factor of about 2 between the ends of the final profile. The cathode stress at \(t=0.1\,L^2/\kappa\) changed from 69.8 to about 71 MPa, and the final profile did not change.

## Above the threshold

Suppose \(jL>(jL)_c\), and suppose that the end stresses, once they reach \(\pm\Delta\sigma/2\), stay there. Atoms are then supplied at the cathode and taken up at the anode, as if each end were joined to a reservoir held at its limiting stress. In the new steady state \(J\) is uniform but not zero. With constant \(D\) the stress gradient is then uniform too, and equals \(-\Delta\sigma/L\). Hence

\[
J=\frac{D}{\Omega kT}\left(f-\frac{\Omega\,\Delta\sigma}{L}\right)
=\frac{Df}{\Omega kT}\left(1-\frac{\Omega\,\Delta\sigma}{fL}\right)
=J_w\left[1-\frac{(jL)_c}{jL}\right],
\]

where \(J_w=Df/(\Omega kT)\) is the flux due to the wind alone. The last step uses \(f=Z^*e\rho j\). For a very long line at fixed \(j\) the bracket tends to 1 and the back-stress ceases to matter. Just above threshold the flux in this model starts from zero.

An open void behaves differently. With a surface energy \(\gamma\) of about 1 J/m², the tension \(2\gamma/r\) at the surface of a round void of radius \(r\) is large while the void is only nanometres wide, but it is down to 8 MPa at \(r=0.25\) µm. Once the void has grown to such a size, the cathode stress has dropped from \(+\Delta\sigma/2\) to near zero, and it is taken as zero here. If the anode stays at \(-\Delta\sigma/2\) because metal is extruded there, the back-stress gradient is only \(\Delta\sigma/(2L)\), and the steady flux becomes \(J_w[1-(jL)_c/(2jL)]\). Just above threshold this is already about half of \(J_w\). The formula with the full \((jL)_c\) therefore should not be used to estimate how fast a void grows.

The numerical integration with limited end stresses gave \(J/J_w=0.333\) at 1.5 times the threshold, 0.500 at twice the threshold, and zero at 0.9 times the threshold. At fixed \(L\) the flux is linear in \(j\). The straight line through the two nonzero fluxes reaches zero at \(jL=1727\) A/cm, which recovers the threshold from the onset of drift.

## What the 200 MPa must mean

The problem gives a limit on the difference between the ends. A void, however, forms at the cathode, and its formation may be governed by the tension there. Let \(\sigma_c\) be the largest tension the cathode end can bear, and let the line start with a uniform tension \(\sigma_T<\sigma_c\). Conservation of atoms keeps the mean stress at \(\sigma_T\), so the final cathode stress is \(\sigma_T+G/2\). Setting this equal to \(\sigma_c\) gives \(G=2(\sigma_c-\sigma_T)\), or

\[
jL=\frac{2\Omega(\sigma_c-\sigma_T)}{Z^*e\rho}.
\]

With \(\sigma_c=100\) MPa and \(\sigma_T=0\) this returns 1730 A/cm, in agreement with the problem as posed. With \(\sigma_c=100\) MPa and \(\sigma_T=50\) MPa it gives 863 A/cm. That is the number of the faulty solution, but here it has a physical cause: half of the available tension was used up before the current was switched on. If 200 MPa were instead the cathode limit of a line free of initial stress, the product would be twice 1730 A/cm. A quoted stress limit is thus of use only together with the statement of what it limits and from which starting stress.

## Beside real aluminium lines

The atomic volume is that of aluminium, and the resistivity is near that of the metal somewhat above room temperature; it is assigned here to 323 K. A stress difference of 200 MPa is plausible for a narrow line held in a stiff dielectric, while a bare film may yield earlier. The effective charge number is only a rough value. Threshold products of the order of \(10^3\) A/cm are the rough size found for aluminium interconnects, so the result lies in the right range. Two departures of real lines from the model are considered here. A line may be used or tested hot, and it may carry tension from cooling after the dielectric was deposited, because aluminium contracts more than its surroundings. Where the cathode tension is the limit, the second effect can halve the product, as the case above shows. A larger starting tension lowers it further, to zero when \(\sigma_T\) reaches \(\sigma_c\). The 50 MPa used there is small for a real process. With an expansion mismatch of about \(2\times10^{-5}\ \mathrm{K^{-1}}\), elastic estimates give roughly 1.5 to 3 MPa of hydrostatic tension per kelvin of cooling, so 50 MPa is reached after a few tens of kelvin, and an unrelaxed cooling by 300 K would give several hundred MPa. A stress-free start with a cathode limit of 100 MPa therefore does not describe a typical encapsulated line.

The first can be sized with a rough resistivity slope of \(1.1\times10^{-10}\ \Omega\,\mathrm{m/K}\). At 473 K,

\[
\rho=3\times10^{-8}+150\times1.1\times10^{-10}=4.65\times10^{-8}\ \Omega\,\mathrm m,
\]

and, with \(Z^*\) and \(\Delta\sigma\) held fixed, the threshold falls to about 1110 A/cm. At 373 K it is about 1460 A/cm. This drop comes entirely from holding \(Z^*\) fixed, which is not a safe assumption. In the ballistic picture the wind part of \(Z^*\) is proportional to the electron mean free path and hence to \(1/\rho\). For a pure wind force the product \(Z^*\rho\), and with it the threshold at fixed \(\Delta\sigma\), would then not change with temperature at all. These two numbers therefore show the sensitivity to \(\rho\) alone and are no prediction for a hot line, whose \(Z^*\) and \(\Delta\sigma\) must be known at that temperature. The other inputs act in simple proportion: \(Z^*=3\) in place of 4 would give 2300 A/cm at the original resistivity.

Two further omissions are small for these numbers. Take a line 0.5 µm high on 1 µm of oxide with heat conductivity 1.2 W/(m K). If all the heat flows straight down, \(j=1\ \mathrm{MA/cm^2}\) warms the line by

\[
\frac{(10^{10})^2(3\times10^{-8})(0.5\times10^{-6})(10^{-6})}{1.2}\ \mathrm K=1.25\ \mathrm K .
\]

Even if this whole difference lay between the two ends, a rough heat of transport of 0.1 eV would give a thermal driving energy of about 2 % of the wind work \(Z^*eV\). This holds at \(1\ \mathrm{MA/cm^2}\). At fixed \(jL\) the heating grows as \(j^2\), so for a line three times shorter at \(3\ \mathrm{MA/cm^2}\) the same upper estimate is already about 17 %, and temperature differences can no longer be ignored without a closer look. The elastic strain \(\Delta\sigma/B\) is 0.4 % for \(B=50\) GPa, which sets the order of the relative corrections to \(\mu=\mu_0-\Omega\sigma\).

As a design rule, keeping \(jL\) below 1720 A/cm (the threshold rounded down) is therefore justified only under stated conditions: both ends block atoms, the line starts free of stress and of voids, the current density and the temperature are uniform, no metal leaks out along the line, and the stress limit, the resistivity and the effective charge number are those of the actual line at the temperature of use. The rounding leaves a margin of only 0.4 %, far less than the uncertainty of the inputs: \(Z^*=5\) in place of 4 would already lower the threshold to about 1380 A/cm. If one end is joined to a further stretch of metal that carries the same current density and lets atoms pass, \(L\) must be measured between the points where the atomic flux is really blocked. The values used here are collected in the numerical output.

## Calculated quantities

```
Omega = 1.660e-29 m^3
Delta sigma = 200 MPa
Z* = 4
rho = 3.00e-08 ohm m
elementary charge = 1.602177e-19 C
Omega Delta sigma = 3.3200e-21 J
Z* e rho = 1.9226e-26 C ohm m
threshold jL = 1.7268e+05 A/m
threshold jL = 1726.8 A/cm
threshold voltage drop = 5.180 mV
chosen j = 1.00 MA/cm2
critical length at chosen j = 17.27 um
stress gradient = 11.58 MPa/um
Delta sigma by energy minimum = 200.000 MPa
steady cathode stress = 100.00 MPa
steady anode stress = -100.00 MPa
jL from vanishing flux = 1726.8 A/cm
flux/wind flux at 0.9 threshold = 0.0000
flux/wind flux at 1.5 threshold = 0.3333
flux/wind flux at 2.0 threshold = 0.5000
Cathode stress (MPa): series, grid, stress-dependent mobility
  t = 0.05 L^2/kappa: 50.41, 50.45, 51.25
  t = 0.10 L^2/kappa: 69.79, 69.80, 70.95
  t = 0.30 L^2/kappa: 95.80, 95.80, 96.05
jL for Z* = 3: 2302 A/cm
jL for Delta sigma = 100 MPa: 863 A/cm
assumed temperature for rho = 323 K
rough resistivity slope = 1.10e-10 ohm m/K
at 373 K: rho = 3.55e-08 ohm m, jL = 1459 A/cm
at 473 K: rho = 4.65e-08 ohm m, jL = 1114 A/cm
absolute cathode limit = 100 MPa
starting tension = 50 MPa
jL with this limit and tension = 863 A/cm
final cathode stress in that case = 100.00 MPa
line height = 0.50 um
oxide thickness = 1.00 um
oxide heat conductivity = 1.2 W/(m K)
Joule heating at chosen j = 1.25 K
rough heat of transport = 0.10 eV
thermomigration/wind work, upper size = 1.87 %
rough elastic modulus B = 50 GPa
elastic strain Delta sigma/B = 0.40 %
Omega Delta sigma/(kT) = 0.744
```
